\section*{Local-moment resonance in a metal: g shift, Korringa width and bottleneck, part 2}

Magnetic moments of spin $S$, with concentration $c$ per atom, exchange spin with the conduction electrons of a metal. How do the shift and width of their resonance line depend on the rate $\delta_{sL}$ at which electrons lose spin to the lattice? For one moment
\begin{equation}
H=H_{\rm band}+g\mu_B\mathbf B\cdot(\mathbf S+\mathbf s_{\rm tot})-J\,\mathbf S\cdot\mathbf s(0),
\label{H}
\end{equation}
with $\mathbf B$ along $z$, spins in units of $\hbar$, $g=2$ for both spins, and $J>0$ ferromagnetic. The density of states $\rho$ is per atom and spin direction.

With electrons in equilibrium, to lowest order in $J$, the shift is $\Delta g=J\rho$. The moments relax at the Korringa rate $\delta_{ds}=\pi(J\rho)^2k_BT/\hbar$, giving the half width
\begin{equation}
\Delta B=\frac{\hbar\delta_{ds}}{g\mu_B}=\frac{\pi(\Delta g)^2k_BT}{g\mu_B}.
\label{width}
\end{equation}
Electrons return spin to the moments at the Overhauser rate $\delta_{sd}=(2\pi/3\hbar)cJ^2\rho S(S+1)$.

The model metal has $J=0.1$ eV, $\rho=0.25$ per eV, atom and spin, $S=\frac52$, $c=0.001$, $T=20$ K and $B=0.34$ T. Then $\delta_{ds}=5.14\times10^9$ s$^{-1}$, $\delta_{sd}=6.96\times10^{10}$ s$^{-1}$ and $\Delta B=29.2$ mT.

The magnetizations per atom are $\mathbf M_d$ (moments) and $\mathbf M_s$ (electrons), with bare susceptibilities
\[
\chi_{d0}=c(g\mu_B)^2\frac{S(S+1)}{3k_BT},\qquad \chi_{s0}=\tfrac12(g\mu_B)^2\rho ,
\]
which obey
\begin{equation}
\delta_{sd}\,\chi_{s0}=\delta_{ds}\,\chi_{d0}.
\label{db}
\end{equation}
Let $\gamma=g\mu_B/\hbar$, $\omega_0=\gamma B$ and $\lambda=J/(g\mu_B)^2$. The local fields are $\mathbf H_d=\mathbf B+\lambda\mathbf M_s$ and $\mathbf H_s=\mathbf B+\lambda\mathbf M_d$; the deviations from local equilibrium are $\mathbf X=\mathbf M_d-\chi_{d0}\mathbf H_d$ and $\mathbf Y=\mathbf M_s-\chi_{s0}\mathbf H_s$. For $g\mu_BB\ll k_BT$, without direct relaxation of the moments to the lattice, inhomogeneous broadening or spatial variation, the two equations of motion are
\begin{align}
\dot{\mathbf M}_d&=\gamma\mathbf H_d\times\mathbf M_d-\delta_{ds}\mathbf X+\delta_{sd}\mathbf Y,\label{h1}\\
\dot{\mathbf M}_s&=\gamma\mathbf H_s\times\mathbf M_s+\delta_{ds}\mathbf X-(\delta_{sd}+\delta_{sL})\mathbf Y.\label{h2}
\end{align}

\subsection{First limit: no leakage}

Add the two equations. The flow terms cancel, and so do the exchange torques, since $\mathbf M_s\times\mathbf M_d+\mathbf M_d\times\mathbf M_s=0$:
\begin{equation}
\frac{d}{dt}(\mathbf M_d+\mathbf M_s)=\gamma\mathbf B\times(\mathbf M_d+\mathbf M_s)-\delta_{sL}\mathbf Y .
\label{total}
\end{equation}
For $\delta_{sL}=0$ the total magnetization precesses at $\omega_0$ with neither shift nor damping, whatever the size of $J$. This rests on the symmetry of \eqref{H}: $\mathbf S\cdot\mathbf s$ commutes with the total spin, and with equal $g$ factors the field couples to the total spin alone. With unequal $g$ factors the argument fails.

The question is now how shift and width grow as leakage is switched on.

\subsection{Static values and linear motion}

Let $a=\lambda\chi_{s0}=J\rho/2$ and $b=\lambda\chi_{d0}$. In equilibrium $\mathbf X=\mathbf Y=0$, so $M_d=\chi_{d0}(B+\lambda M_s)$ and $M_s=\chi_{s0}(B+\lambda M_d)$. Substituting each in the other,
\[
\chi_d=\frac{\chi_{d0}(1+a)}D,\quad \chi_s=\frac{\chi_{s0}(1+b)}D,\quad D=1-ab .
\]
The paramagnetic state requires $D>0$; I also take $1+b>0$. Let $r=\chi_d/\chi_s$.

For small transverse parts $m=M_x+iM_y$, the transverse part of $\mathbf H\times\mathbf M$ is $i(H_zm-M_zH^+)$, where $H^+=H_x+iH_y$. For the moments $H_z=B(1+\lambda\chi_s)$, $M_z=\chi_dB$ and $H^+=\lambda m_s$, so the torque is
\[
i\omega_0m_d+i\omega_0\lambda(\chi_sm_d-\chi_dm_s)
=i\omega_0m_d+i\omega_0\lambda\chi_s(m_d-rm_s).
\]
The flow terms give
\[
-\delta_{ds}(m_d-bm_s)+\delta_{sd}(m_s-am_d)
=-(1+b)\delta_{ds}m_d+(1+a)\delta_{sd}m_s,
\]
because \eqref{db} multiplied by $\lambda$ says $a\delta_{sd}=b\delta_{ds}$. By \eqref{db} again, the ratio of the two coefficients is
\[
\frac{(1+a)\delta_{sd}}{(1+b)\delta_{ds}}=\frac{(1+a)\chi_{d0}}{(1+b)\chi_{s0}}=r .
\]
Torque and relaxation thus act on the same quantity, $m_d-rm_s$, which vanishes when the two magnetizations are tilted by the same angle. With $m=u\,e^{i\omega_0t}$ they merge into one complex rate $K$:
\begin{align}
\dot u_d&=-K(u_d-ru_s),\label{u1}\\
\dot u_s&=K(u_d-ru_s)-\delta_{sL}(u_s-au_d),\label{u2}\\
K&=(1+b)\left(\delta_{ds}-\frac{i\omega_0a}{D}\right).\nonumber
\end{align}
The imaginary part uses $\lambda\chi_s=a(1+b)/D$.

\subsection{The two modes}

Setting $u\propto e^{-\mu t}$ gives the condition
\[
(K-\mu)(rK+\delta_{sL}-\mu)-rK(K+a\delta_{sL})=0 .
\]
The terms in $rK^2$ cancel, and
\[
1-ar=1-\frac{b(1+a)}{1+b}=\frac{D}{1+b}\equiv\epsilon .
\]
Hence
\begin{equation}
\mu^2-\left[(1+r)K+\delta_{sL}\right]\mu+\epsilon K\delta_{sL}=0 .
\label{quad}
\end{equation}
The decay rate is ${\rm Re}\,\mu$ and the frequency is $\omega_0-{\rm Im}\,\mu$. Both roots were tested against eigenvalues of the numerically linearized vector equations, also for negative $J$, stronger coupling and lower concentration.

\emph{Open limit,} $\delta_{sL}\gg(1+r)|K|$. The terms of \eqref{quad} proportional to $\delta_{sL}$ give the slow root
\[
\mu=\epsilon K=D\delta_{ds}-i\omega_0a .
\]
The frequency is $\omega_0(1+J\rho/2)$, so $\Delta g=J\rho$ returns. The width is the Korringa value times $D$. The factor arises because the electrons follow the moments, $m_s=am_d$, which reduces the deviation to $m_d-bm_s=Dm_d$.

\emph{Bottleneck limit,} $\delta_{sL}\ll(1+r)|K|$. To first order in $\delta_{sL}$,
\begin{equation}
\mu_1=\frac{\epsilon\,\delta_{sL}}{1+r}=\delta_{sL}\frac{\chi_{s0}}{\chi_d+\chi_s}.
\label{slow}
\end{equation}
$K$ has dropped out, and with it both the Korringa width and the shift, since $\mu_1$ is real. Equation \eqref{total} explains the ratio: when both magnetizations tilt together, the electron deviation is proportional to $\chi_s-a\chi_d=\chi_{s0}$, and only this part leaks.

For the shift one more order is needed. Write \eqref{quad} as $\mu=(\epsilon K\delta_{sL}+\mu^2)/[(1+r)K+\delta_{sL}]$. Expanding the denominator in the first term gives $-\epsilon\delta_{sL}^2/[(1+r)^2K]$; the second term gives $\mu_1^2/[(1+r)K]$. Together
\[
\mu_2=-\frac{\epsilon\,\delta_{sL}^2}{(1+r)^2K}\left[1-\frac{\epsilon}{1+r}\right],
\]
and the frequency shift is
\begin{equation}
\delta\omega=\epsilon\left(\frac{\delta_{sL}}{1+r}\right)^2\left[1-\frac{\epsilon}{1+r}\right]{\rm Im}\frac1K .
\label{shift2}
\end{equation}
The width is suppressed in proportion to the leakage rate, the shift in proportion to its square. Both limits, including \eqref{shift2}, were tested on the numerical modes.

\subsection{One formula between the limits}

Dropping $\mu^2$ in \eqref{quad} gives
\[
\mu\simeq F(K)=\frac{\epsilon K\delta_{sL}}{(1+r)K+\delta_{sL}} .
\]
The leading relative error of $\mu$ is $x=\epsilon K\delta_{sL}/[(1+r)K+\delta_{sL}]^2$. Since ${\rm Re}\,K>0$, the squared modulus of the bracket is at least $(1+r)^2|K|^2+\delta_{sL}^2\ge2(1+r)|K|\delta_{sL}$, so $|x|\le\epsilon/[2(1+r)]$. The formula is good at every leakage rate if the moments dominate the susceptibility, $r\gg1$. The bound refers to the complex $\mu$; the shift, a small part of $\mu$, can be off by a larger fraction, $\epsilon/(1+r)$ for slow leakage according to \eqref{shift2}.

Let $K=k(1-i\eta)$ with $k=(1+b)\delta_{ds}$ and $\eta=\omega_0a/(D\delta_{ds})$. For small $\eta$, $F(K)\simeq F(k)-i\eta kF'(k)$, where $F'(k)=\epsilon\delta_{sL}^2/[(1+r)k+\delta_{sL}]^2$. Define
\begin{equation}
\beta=\frac{\delta_{sL}}{\delta_{sL}+(1+b)\delta_{ds}+(1+a)\delta_{sd}} ,
\label{beta}
\end{equation}
whose last two terms are $(1+r)k$. Using $\epsilon(1+b)=D$,
\begin{equation}
{\rm Re}\,\mu\simeq D\,\delta_{ds}\,\beta,\qquad \Delta g_{\rm eff}\simeq J\rho\,\beta^2 .
\label{simple}
\end{equation}

The square can be traced in \eqref{u1}, which says $\mu=Kq$ with $q=(u_d-ru_s)/u_d$, the relative misalignment. To this accuracy $q=\epsilon\delta_{sL}/[(1+r)K+\delta_{sL}]$, of real part $\epsilon\beta$. The exchange torque, acting on the misalignment, contributes $\omega_0a\beta$ to the frequency. But $q$ also has an imaginary part $\epsilon\beta(1-\beta)\eta$, through which the relaxation term pulls the frequency back by $\omega_0a\beta(1-\beta)$. The difference is $\omega_0a\beta^2$.

For $D\simeq1$ the parameter is $\eta\simeq\hbar\omega_0/(2\pi J\rho k_BT)$. At high field or low temperature it is no longer small. Separating $F(K)$ into real and imaginary parts without expanding in $\eta$ multiplies the shift in \eqref{simple} by $1/[1+(1-\beta)^2\eta^2]$ and the width by $1+\beta(1-\beta)\eta^2/[1+(1-\beta)^2\eta^2]$, so \eqref{simple} fails for the shift unless the leakage is fast, and for the width at intermediate leakage. Equation \eqref{shift2} still holds for slow leakage as long as $g\mu_BB\ll k_BT$.

If $a$, $b$ and $\eta$ are small and $\delta_{sL}$ does not depend on temperature, $r\gg1$ makes $\beta\simeq\delta_{sL}/(\delta_{sL}+\delta_{sd})$ independent of temperature too. The width then remains nearly linear in $T$ with a reduced slope, but only while $r\gg1$, and $r$ falls as $T$ rises. For the model metal below with $\delta_{sL}=10^{10}$ s$^{-1}$ the slope is 0.169, 0.161, 0.145 and 0.119 mT/K at 10, 20, 40 and 80 K, against the Korringa value 1.46 mT/K. A linear width alone does not show that the electrons are in equilibrium.

\subsection{Numbers for the model metal}

As before, $J=0.1$ eV, $\rho=0.25$ per eV, atom and spin, $S=\frac52$, $c=0.001$, $T=20$ K and $B=0.34$ T. Then $\omega_0=5.98\times10^{10}$ s$^{-1}$, $a=0.0125$, $b=0.169$, $D=0.998$, $r=11.7$ and $\epsilon=0.853$. The bound on $|x|$ is $0.853/(2\times12.7)=0.034$, and $\eta\simeq0.15$.

For $\delta_{sL}=10^{10}$ s$^{-1}$, in units of $10^{10}$ s$^{-1}$,
\[
\beta=\frac{1}{1+1.169\times0.514+1.0125\times6.96}=0.116 .
\]
Equation \eqref{simple} gives a half width $0.998\times29.23\times0.1156=3.37$ mT and a shift $0.025\times0.1156^2=3.34\times10^{-4}$. The modes of the full equations give:

\begin{center}
\begin{tabular}{ccccc}
$\delta_{sL}$ & \multicolumn{2}{c}{half width (mT)} & \multicolumn{2}{c}{$\Delta g_{\rm eff}$}\\
(s$^{-1}$) & full & \eqref{simple} & full & \eqref{simple}\\
\hline
$10^{13}$ & 28.97 & 28.95 & $2.46\times10^{-2}$ & $2.46\times10^{-2}$\\
$10^{12}$ & 27.25 & 27.10 & $2.18\times10^{-2}$ & $2.16\times10^{-2}$\\
$10^{11}$ & 16.90 & 16.53 & $8.16\times10^{-3}$ & $8.03\times10^{-3}$\\
$10^{10}$ & 3.40 & 3.37 & $3.16\times10^{-4}$ & $3.34\times10^{-4}$\\
$10^{9}$ & 0.377 & 0.376 & $3.82\times10^{-6}$ & $4.16\times10^{-6}$
\end{tabular}
\end{center}

Over the last decade the width falls by a factor 9.0 and the shift by 83, close to the limiting 10 and 100. In the last row the simple shift is 9\% above the full one. Equation \eqref{shift2} contains two factors that \eqref{simple} lacks: $1-\epsilon/(1+r)=0.933$ and $1/(1+\eta^2)=0.979$. It also has $\delta_{sL}/[(1+r)k]=0.01307$ in place of $\beta=0.01291$, so it gives $0.025\times0.01307^2\times0.933\times0.979=3.90\times10^{-6}$, about 2\% above the full value.

The concentration dependence at fixed $\delta_{sL}=10^{10}$ s$^{-1}$ is a signature of the bottleneck. For $c=0.0005$, 0.001 and 0.002 the half width is 5.88, 3.40 and 1.85 mT, and the shift is $9.1\times10^{-4}$, $3.2\times10^{-4}$ and $9.6\times10^{-5}$. More moments return the electron spin faster, since $\delta_{sd}\propto c$, and the line narrows. The Korringa width \eqref{width} contains no $c$. The narrowing requires a leakage that does not grow with $c$. In a real alloy the magnetic atoms can themselves scatter by spin--orbit coupling; with $\delta_{sL}\propto c$, equal to $10^{10}$ s$^{-1}$ at $c=0.001$, the three widths are 3.23, 3.40 and 3.49 mT, so a width that hardly depends on $c$ does not exclude a bottleneck.

\subsection{Is the slow mode the observed line?}

A spectrometer measures absorbed power, not an eigenvalue. The drive is taken here as a uniform rotating field. The absorption of the total magnetization was computed from the driven equations at $\delta_{sL}=10^{10}$ s$^{-1}$. The frequency was scanned in steps of 0.005 of the half width. The scan gives a half width of 3.39 mT, equal to the 3.40 mT of the mode within one step, and a peak two steps, about 0.01 of the half width, above the mode frequency.

The small offset follows from a single mode of width $\Gamma$ relaxing toward the instantaneous field. For a rotating field $h\,e^{i\omega t}$ its response is
\[
m=\chi h\,e^{i\omega t}\,\frac{\Gamma-i\omega_0}{\Gamma+i(\omega-\omega_0)} .
\]
The out-of-phase part is proportional to $\omega\Gamma$, and the absorbed power has another factor $\omega$:
\[
P\propto\frac{\omega^2\Gamma}{(\omega-\omega_0)^2+\Gamma^2}.
\]
Setting the derivative of $\ln P$ to zero gives $\omega-\omega_0\simeq\Gamma^2/\omega_0$. In units of $\Gamma$ this is $\Gamma/\omega_0=3.40/340=0.010$, in agreement with the scan to within its step. The offset is small against the width but not against the shift, which at this leakage is only 0.016 of the half width. It belongs to a frequency scan: when the field is swept at fixed frequency the factor $\omega^2$ is constant, and the offset falls to about $10^{-4}$ of the half width. In a metal thicker than the skin depth the drive is not uniform. Even without spin diffusion the signal then mixes absorption and dispersion in equal parts, which moves the maximum by $\sqrt2-1=0.41$ of the half width, so a shift of this size can be obtained only from a fit of the line shape.

The narrow line does not mean that exchange scattering has become weak. The misalignment of the two magnetizations decays at $(1+r)k=7.6\times10^{10}$ s$^{-1}$ for vanishing leakage and at $8.6\times10^{10}$ s$^{-1}$ for $\delta_{sL}=10^{10}$ s$^{-1}$, much faster than the Korringa rate itself. What is slow is the escape of their common spin to the lattice. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
local spin S = 2.5, g = 2.0
exchange J = 0.1 eV
density of states rho = 0.25 per eV, atom and spin
concentration c = 0.001 per atom
temperature = 20.0 K, kT = 1.7235 meV
field B = 0.34 T, Zeeman energy = 0.03936 meV
omega0 = 5.9800e+10 rad/s
open g shift J*rho = 0.0250
chain at kT = 0.03 eV: g shift = 0.02499
chain: noise rate / Korringa formula = 0.99919
Korringa rate delta_ds = 5.1412e+09 1/s
Overhauser rate delta_sd = 6.9605e+10 1/s
Korringa half width = 29.231 mT, slope = 1.4616 mT/K
lambda*chi_s0 = 0.01250, lambda*chi_d0 = 0.1692
chi_d0/chi_s0 = 13.539, r = chi_d/chi_s = 11.724
D = 0.99788, epsilon = 0.8535
omega0*lambda*chi_s0/delta_ds = 0.1454
leak rate sweep: half width in mT and g shift, exact and simple
delta_sL (1/s)  beta     width   simple  g shift    simple
1e+13  0.99241  28.9669  28.9479  2.4647e-02  2.4622e-02
1e+12  0.92895  27.2542  27.0968  2.1758e-02  2.1574e-02
1e+11  0.56662  16.8981  16.5278  8.1638e-03  8.0263e-03
1e+10  0.11563  3.4032  3.3727  3.1551e-04  3.3423e-04
1e+09  0.01291  0.3769  0.3764  3.8186e-06  4.1638e-06
driven line at delta_sL = 1e+10 1/s:
  half width = 3.3947 mT, mode gives 3.4032 mT
  (peak - mode frequency)/half width = 0.0100
concentration sweep at delta_sL = 1e+10 1/s
c per atom   half width (mT)   g shift
0.0005  5.8844  9.1051e-04
0.0010  3.4032  3.1551e-04
0.0020  1.8503  9.5891e-05
\end{verbatim}
